**Five d-matched donor combinations in a bent bis(imido) fragment**

The program tests that the metal d orbitals of a bent $C_{2v}$ fragment M(NR)₂ couple to five of the six independent combinations of nitrogen sigma and pi pairs. Here $\theta$ is the N–M–N angle, $S_\sigma$ and $S_\pi$ are the overlaps of a metal d orbital with a single donor on the bond axis, and $P_\sigma$ and $P_\pi$ are those of a metal p orbital. Characters are found by transforming the orbital functions, and overlaps by three-dimensional quadrature. The program asserts that these overlaps agree with the derived blocks at seven angles, with rank five at the six bent angles and three at 180°. It also asserts the form of the leftover $b_2$ pair, and that adding metal $p_y$ raises the rank to six at 110° while s, $p_x$ or $p_z$ does not. At 110° the leftover pair is 95 % in-plane pi and stays at the donor energy of −4 eV in the d-only model. The output also gives its shifts from $p_y$ mixing, lower sigma donor energies and direct N···N overlap, the last being the largest at +0.28 eV for diffuse nitrogen orbitals.

## Numerical verification

```python
"""
Result under test: in a bent C2v fragment M(NR)2 the five metal d orbitals
couple to exactly five of the six combinations of nitrogen sigma and pi donor
pairs; the one left over has b2 symmetry and can be reached by metal p_y.

Axes: C2 along z, N-M-N plane yz, metal at the origin; b2 transforms as y.
theta = N-M-N angle, alpha = theta/2.
S_sig, S_pi = overlaps of metal d with one donor on the bond axis;
P_sig, P_pi = the same for metal p.
Orbitals are single Gaussians (centre, exponent, polynomial); lengths in nm.
Energy model: H_ij = S_ij*((E_i+E_j)/2 - k) for i != j, and H_ii = E_i.
"""
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import k as k_boltz, e as e_charge

BOND, ANGLE = 0.175, 110.0                 # nm, degrees
EXP_D, EXP_P, EXP_N = 100.0, 30.0, 200.0   # nm^-2
E_D, E_P, E_L, K_COUP = 0.0, 6.0, -4.0, 8.0   # eV
SIGMA_DROP, T_USE = 2.0, 400.0             # eV, K
BOND_LONG, BOND_AMIDE = 0.180, 0.195       # nm
r3 = np.sqrt(3.0)


def raw_overlap(f, g, n=6):
    """Gauss-Hermite quadrature in 3D, exact for these low polynomials."""
    (A, a, pf), (B, b, pg) = f, g
    p = a + b
    t, w = np.polynomial.hermite.hermgauss(n)
    grid = np.array(np.meshgrid(t, t, t, indexing="ij")).reshape(3, -1).T
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel()
    pts = (a * A + b * B) / p + grid / np.sqrt(p)
    pref = np.exp(-a * b / p * np.sum((A - B) ** 2)) / p ** 1.5
    return pref * np.sum(weight * pf(pts - A) * pg(pts - B))


def orbital(centre, expo, poly):
    centre = np.array(centre, float)
    norm = raw_overlap((centre, expo, poly), (centre, expo, poly)) ** -0.5
    return (centre, expo, lambda r: norm * poly(r))


def overlaps(fs, gs, n=6):
    return np.array([[raw_overlap(f, g, n) for g in gs] for f in fs])


def linear(v):
    v = np.array(v, float)
    return lambda r: r @ v


def donor_sigma(n, dist, expo):
    """Equal s-p hybrid pointing from nitrogen to the metal."""
    n = np.array(n, float)
    return orbital(dist * n, expo, lambda r: 1 - 2 * np.sqrt(expo) * (r @ n))


def imido(theta_deg, side, dist=BOND, expo=EXP_N):
    """sigma, in-plane pi, out-of-plane pi of one imido nitrogen."""
    a = np.radians(theta_deg) / 2
    n = np.array([0, side * np.sin(a), np.cos(a)])
    t = np.array([0, side * np.cos(a), -np.sin(a)])
    return [donor_sigma(n, dist, expo), orbital(dist * n, expo, linear(t)),
            orbital(dist * n, expo, linear([1, 0, 0]))]


def imido_pair(theta_deg, d1=BOND, d2=BOND, expo=EXP_N):
    return imido(theta_deg, 1, d1, expo) + imido(theta_deg, -1, d2, expo)


zero = np.zeros(3)
d_polys = [lambda r: (2 * r[:, 2]**2 - r[:, 0]**2 - r[:, 1]**2) / 2,
           lambda r: r3 / 2 * (r[:, 0]**2 - r[:, 1]**2),
           lambda r: r3 * r[:, 0] * r[:, 1],
           lambda r: r3 * r[:, 0] * r[:, 2],
           lambda r: r3 * r[:, 1] * r[:, 2]]
d_set = [orbital(zero, EXP_D, q) for q in d_polys]   # z2, x2-y2, xy, xz, yz
p_x, p_y, p_z = [orbital(zero, EXP_P, linear(v)) for v in np.eye(3)]
s_met = orbital(zero, EXP_P, lambda r: 1 + 0 * r[:, 0])

# columns: sigma+, pi_in+, sigma-, pi_in-, pi_out+, pi_out-
SALC = np.zeros((6, 6))
for col, (orb, sign) in enumerate([(0, 1), (1, 1), (0, -1), (1, -1),
                                   (2, 1), (2, -1)]):
    SALC[orb, col] = 1 / np.sqrt(2)
    SALC[orb + 3, col] = sign / np.sqrt(2)


def rank(m):
    return int(np.sum(np.linalg.svd(m, compute_uv=False) > 1e-8))


# ---- characters from the functions themselves
ops = [np.diag(v) for v in ([1, 1, 1], [-1, -1, 1], [1, -1, 1], [-1, 1, 1])]
table = {"a1": [1, 1, 1, 1], "a2": [1, 1, -1, -1],
         "b1": [1, -1, 1, -1], "b2": [1, -1, -1, 1]}
points = np.random.default_rng(1).normal(scale=0.12, size=(400, 3))


def values(fs, pts):
    return np.array([q(pts - c) * np.exp(-a * np.sum((pts - c)**2, axis=1))
                     for c, a, q in fs]).T


def characters(fs):
    out = []
    for op in ops:
        rep, *_ = np.linalg.lstsq(values(fs, points),
                                  values(fs, points @ op), rcond=None)
        assert np.allclose(values(fs, points) @ rep,
                           values(fs, points @ op), atol=1e-8)
        out.append(np.trace(rep))
    return np.array(out)


def reduce_rep(chi):
    counts = {name: np.dot(row, chi) / 4 for name, row in table.items()}
    assert all(abs(v - round(v)) < 1e-7 for v in counts.values())
    return {name: int(round(v)) for name, v in counts.items()}


ligands = imido_pair(ANGLE)
chi_L, chi_d = characters(ligands), characters(d_set)
irr_L, irr_d = reduce_rep(chi_L), reduce_rep(chi_d)
assert irr_L == {"a1": 2, "a2": 1, "b1": 1, "b2": 2}
assert irr_d == {"a1": 2, "a2": 1, "b1": 1, "b2": 1}
assert sum(min(irr_L[g], irr_d[g]) for g in table) == 5

# ---- diatomic overlaps from one donor set on the z axis
axis_lig = imido(0.0, 1)
S_sig = raw_overlap(d_set[0], axis_lig[0])
S_pi = raw_overlap(d_set[3], axis_lig[2])
P_sig = raw_overlap(p_z, axis_lig[0])
P_pi = raw_overlap(p_x, axis_lig[2])
assert min(S_sig, S_pi, P_sig, P_pi) > 0


def derived_d_block(theta_deg):
    th = np.radians(theta_deg)
    s, c = np.sin(th / 2), np.cos(th / 2)
    m = np.zeros((5, 6))
    m[0, :2] = S_sig * (3 * c * c - 1) / 2, -r3 * s * c * S_pi
    m[1, :2] = -r3 / 2 * s * s * S_sig, -s * c * S_pi
    m[4, 2:4] = r3 / 2 * np.sin(th) * S_sig, np.cos(th) * S_pi
    m[3, 4] = c * S_pi
    m[2, 5] = s * S_pi
    return np.sqrt(2) * m


for th in (40, 75, 90, 110, 135, 170, 180):
    lig = imido_pair(th)
    M = overlaps(d_set, lig) @ SALC
    assert np.allclose(M, derived_d_block(th), atol=1e-11)
    assert rank(M) == (3 if th == 180 else 5)
    det_a1 = np.linalg.det(M[:2, :2])
    assert abs(det_a1 + S_sig * S_pi * np.sin(np.radians(th))) < 1e-11
    if 90 <= th < 180:
        assert rank(overlaps(d_set + [p_y], lig)) == 6

M = overlaps(d_set, ligands) @ SALC
assert np.allclose(M, overlaps(d_set, ligands, 9) @ SALC, atol=1e-11)
th, al = np.radians(ANGLE), np.radians(ANGLE) / 2

# ---- the pair left over, from the null space and from the formula
null_num = np.linalg.svd(M)[2][-1]
null_for = np.array([0, 0, S_pi * np.cos(th), -r3/2 * S_sig * np.sin(th), 0, 0])
null_for /= np.linalg.norm(null_for)
assert abs(abs(null_num @ null_for) - 1) < 1e-10
null_90 = np.linalg.svd(overlaps(d_set, imido_pair(90)) @ SALC)[2][-1]
assert abs(abs(null_90[3]) - 1) < 1e-10

# ---- which further metal orbital can reach it
py_row = (overlaps([p_y], ligands) @ SALC)[0]
assert np.allclose(py_row[2:4], np.sqrt(2) * np.array(
    [P_sig * np.sin(al), P_pi * np.cos(al)]), atol=1e-11)
ranks = {name: rank(overlaps(d_set + [orb], ligands)) for name, orb in
         (("s", s_met), ("p_x", p_x), ("p_z", p_z), ("p_y", p_y))}
assert ranks == {"s": 5, "p_x": 5, "p_z": 5, "p_y": 6}
py_null = abs(py_row @ null_for)


# ---- energy levels
def levels(S_ml, E_m, E_l, S_ll=None):
    m, l = S_ml.shape
    S = block_diag(np.eye(m), np.eye(l) if S_ll is None else S_ll)
    S[:m, m:], S[m:, :m] = S_ml, S_ml.T
    E = np.concatenate([E_m, E_l])
    H = S * ((E[:, None] + E[None, :]) / 2 - K_COUP) + K_COUP * np.eye(m + l)
    return eigh(H, S, eigvals_only=True)


full = levels(M, [E_D] * 5, [E_L] * 6)
assert np.sum(np.abs(full - E_L) < 1e-9) == 1
M_py = np.vstack([M, py_row])
full_py = levels(M_py, [E_D] * 5 + [E_P], [E_L] * 6)
assert np.sum(np.abs(full_py - E_L) < 1e-6) == 0
blocks = {"a1": ([0, 1], [0, 1]), "b2": ([4], [2, 3]),
          "b1": ([3], [4]), "a2": ([2], [5])}
donor = {g: levels(M[np.ix_(r, c)], [E_D] * len(r), [E_L] * len(c))[:len(c)]
         for g, (r, c) in blocks.items()}
assert np.allclose(np.sort(np.concatenate(list(donor.values()))), full[:6])
gap = full[6] - E_L

# ---- size of neglected effects on the b2 pair (second lowest b2 level)
d_b2, dp_b2 = M[4:5, 2:4], M_py[4:6, 2:4]
E_low = [E_L - SIGMA_DROP, E_L]
shift_py = levels(dp_b2, [E_D, E_P], [E_L] * 2)[1] - E_L
shift_sig = levels(d_b2, [E_D], E_low)[1] - E_L
assert shift_py < 0 and -SIGMA_DROP <= shift_sig <= 0


def ligand_b2_metric(expo):
    lig = imido_pair(ANGLE, expo=expo)
    return (SALC.T @ overlaps(lig, lig) @ SALC)[2:4, 2:4]


wide = EXP_N / 2
shift_nn = levels(d_b2, [E_D], [E_L] * 2, ligand_b2_metric(EXP_N))[1] - E_L
shift_nw = levels(d_b2, [E_D], [E_L] * 2, ligand_b2_metric(wide))[1] - E_L
shift_all = levels(dp_b2, [E_D, E_P], E_low, ligand_b2_metric(wide))[1] - E_L

M_uneq = overlaps(d_set, imido_pair(ANGLE, BOND, BOND_LONG)) @ SALC
assert rank(M_uneq) == 5
null_uneq = np.linalg.svd(M_uneq)[2][-1]
outside_b2 = 1 - np.sum(null_uneq[2:4] ** 2)

amides = []
for side in (1, -1):
    n = np.array([side * np.sin(al), 0, -np.cos(al)])
    amides += [donor_sigma(n, BOND_AMIDE, EXP_N),
               orbital(BOND_AMIDE * n, EXP_N, linear([0, 1, 0]))]
M_am = overlaps(d_set, amides)
rank_am = rank(np.hstack([M, M_am]))
assert rank_am == 5
yz_imido, yz_amide = np.linalg.norm(M[4]), np.linalg.norm(M_am[4])
kT = k_boltz * T_USE / e_charge

# ---- printed results
print(f"M-N bond length: {BOND:.3f} nm; N-M-N angle: {ANGLE:.0f} deg")
print(f"Gaussian exponents d, p, N: {EXP_D:.0f}, {EXP_P:.0f}, {EXP_N:.0f} nm^-2")
print(f"energies d, p_y, donors: {E_D:.1f}, {E_P:.1f}, {E_L:.1f} eV")
print(f"coupling constant k: {K_COUP:.1f} eV")
print("characters (E, C2, xz, yz), donors:", [int(round(x)) for x in chi_L])
print("characters (E, C2, xz, yz), d set:", [int(round(x)) for x in chi_d])
print("irreps of six donor pairs:", irr_L)
print("irreps of five d orbitals:", irr_d)
print(f"S_sig, S_pi (d with N): {S_sig:.4f}, {S_pi:.4f} (no unit)")
print(f"P_sig, P_pi (p with N): {P_sig:.4f}, {P_pi:.4f} (no unit)")
for g, (r, c) in blocks.items():
    sv = np.linalg.svd(M[np.ix_(r, c)], compute_uv=False)
    print(f"group overlaps with d, {g}:", ", ".join(f"{x:.4f}" for x in sv))
print(f"a1 determinant: {np.linalg.det(M[:2, :2]):.5f} (no unit)")
print(f"d_yz row (sigma-, pi-): {M[4, 2]:.4f}, {M[4, 3]:.4f} (no unit)")
print(f"p_y row (sigma-, pi-): {py_row[2]:.4f}, {py_row[3]:.4f} (no unit)")
print(f"matched combinations, d alone: {rank(M)} of 6")
print(f"matched at 180 deg, d alone: {rank(overlaps(d_set, imido_pair(180)))} of 6")
print("matched with d plus one more orbital:", ranks)
print(f"leftover pair (sigma-, pi-): {null_for[2]:.4f}, {null_for[3]:.4f}")
print(f"pi share of leftover pair: {100 * null_for[3]**2:.1f} %")
print(f"overlap of leftover pair with p_y: {py_null:.4f} (no unit)")
for g, lev in donor.items():
    print(f"donor levels, {g}:", ", ".join(f"{x:.3f}" for x in lev), "eV")
print(f"lowest empty d-type level: {full[6]:.3f} eV")
print(f"gap above leftover pair: {gap:.3f} eV")
print(f"shift of leftover level by p_y: {shift_py:+.3f} eV")
print(f"shift, sigma donors {SIGMA_DROP:.1f} eV lower: {shift_sig:+.3f} eV")
print(f"shift, N...N overlap, N exponent {EXP_N:.0f} nm^-2: {shift_nn:+.4f} eV")
print(f"shift, N...N overlap, N exponent {wide:.0f} nm^-2: {shift_nw:+.3f} eV")
print(f"shift, all three (diffuse N...N): {shift_all:+.3f} eV")
print(f"unequal bonds {BOND:.3f}/{BOND_LONG:.3f} nm, matched: {rank(M_uneq)} of 6")
print(f"leftover weight outside b2, unequal bonds: {100 * outside_b2:.3f} %")
print(f"M-N(amido) length: {BOND_AMIDE:.3f} nm; amido angle: {ANGLE:.0f} deg")
print(f"with two amido ligands, matched: {rank_am} of {6 + len(amides)}")
print(f"d_yz group overlap, imido: {yz_imido:.4f}; amido: {yz_amide:.4f}")
print(f"squared d_yz overlap, amido/imido: {(yz_amide / yz_imido)**2:.3f}")
print(f"thermal energy at {T_USE:.0f} K: {kT:.4f} eV; gap/kT: {gap / kT:.0f}")
print("success")
```

Running it gives:

```
M-N bond length: 0.175 nm; N-M-N angle: 110 deg
Gaussian exponents d, p, N: 100, 30, 200 nm^-2
energies d, p_y, donors: 0.0, 6.0, -4.0 eV
coupling constant k: 8.0 eV
characters (E, C2, xz, yz), donors: [6, 0, 0, 2]
characters (E, C2, xz, yz), d set: [5, 1, 1, 1]
irreps of six donor pairs: {'a1': 2, 'a2': 1, 'b1': 1, 'b2': 2}
irreps of five d orbitals: {'a1': 2, 'a2': 1, 'b1': 1, 'b2': 1}
S_sig, S_pi (d with N): 0.4865, 0.2614 (no unit)
P_sig, P_pi (p with N): 0.3639, 0.1675 (no unit)
group overlaps with d, a1: 0.4623, 0.2585
group overlaps with d, b2: 0.5740
group overlaps with d, b1: 0.2121
group overlaps with d, a2: 0.3029
a1 determinant: -0.11951 (no unit)
d_yz row (sigma-, pi-): 0.5599, -0.1264 (no unit)
p_y row (sigma-, pi-): 0.4216, 0.1359 (no unit)
matched combinations, d alone: 5 of 6
matched at 180 deg, d alone: 3 of 6
matched with d plus one more orbital: {'s': 5, 'p_x': 5, 'p_z': 5, 'p_y': 6}
leftover pair (sigma-, pi-): -0.2203, -0.9754
pi share of leftover pair: 95.1 %
overlap of leftover pair with p_y: 0.2254 (no unit)
donor levels, a1: -5.042, -4.460 eV
donor levels, b2: -5.340, -4.000 eV
donor levels, b1: -4.333 eV
donor levels, a2: -4.586 eV
lowest empty d-type level: 1.087 eV
gap above leftover pair: 5.087 eV
shift of leftover level by p_y: -0.042 eV
shift, sigma donors 2.0 eV lower: -0.048 eV
shift, N...N overlap, N exponent 200 nm^-2: +0.0068 eV
shift, N...N overlap, N exponent 100 nm^-2: +0.278 eV
shift, all three (diffuse N...N): +0.240 eV
unequal bonds 0.175/0.180 nm, matched: 5 of 6
leftover weight outside b2, unequal bonds: 0.194 %
M-N(amido) length: 0.195 nm; amido angle: 110 deg
with two amido ligands, matched: 5 of 10
d_yz group overlap, imido: 0.5740; amido: 0.1443
squared d_yz overlap, amido/imido: 0.063
thermal energy at 400 K: 0.0345 eV; gap/kT: 148
success
```
